Cross-Phase and Self-Phase Modulation in an Instantaneous Scalar Kerr Medium

**Theorem.** Let two plane waves with the same linear polarization and distinct positive frequencies ω1 and ω2 travel in the same direction through a lossless medium. Write the electric field as

E(t) = ½[A1 exp(−iω1t) + A2 exp(−iω2t)] + c.c.   (1)

and let the nonlinear polarization be

P_NL(t) = ε0 χ E(t)³,   (2)

where χ is a real constant. Assume that

(a) ω2 is neither 3ω1 nor ω1/3;
(b) waves generated at other frequencies remain weak;
(c) the nonlinear index change is small compared with the linear index.

Then, to first order in χ, the refractive index seen by field 1 changes by

δn1 = (3χ/8n1)(|A1|² + 2|A2|²),   (3)

where n1 and n2 are the linear indices at ω1 and ω2. In terms of the intensities I1 and I2,

δn1 = [3χ/(4ε0c n1)](I1/n1 + 2I2/n2).   (4)

The first term is self-phase modulation (SPM), the second cross-phase modulation (XPM). Their ratio is 2 at equal |A|² and 2n1/n2 at equal intensity. When n1 and n2 can both be replaced by a common value n,

δn1 = n_K(I1 + 2I2),  n_K = 3χ/(4ε0c n²),   (5)

and XPM is twice SPM at equal intensity. Field 2 obeys the same formulas with the labels exchanged.

**Lemma 1: the cube of two fields**

The part of E³ that oscillates at ω1 has the complex amplitude

C1 = ¾(|A1|² + 2|A2|²)A1,   (6)

defined with the same factor ½ as in (1).

*Proof.* Put a1 = ½A1 exp(−iω1t) and a2 = ½A2 exp(−iω2t). The real field is the sum of four terms,

E = a1 + a1* + a2 + a2*.

Its cube contains 4³ = 64 ordered products. A product contributes at ω1 if its three signed frequencies add up to ω1. Under the stated conditions there are two ways to achieve this.

The first uses a1 twice and a1* once, since ω1 + ω1 − ω1 = ω1. Two of the three factors are identical, so there are 3!/2! = 3 orderings.

The second uses a1, a2 and a2*, since ω1 + ω2 − ω2 = ω1. All three factors differ, so there are 3! = 6 orderings. Hence

[E³] at ω1 = 3a1²a1* + 6a1a2a2*
= (3/8)|A1|²A1 exp(−iω1t) + (6/8)|A2|²A1 exp(−iω1t).

This equals ½C1 exp(−iω1t), and multiplying the coefficients by 2 gives (6).

It remains to see when another product falls on ω1. The other positive frequencies in E³ are 3ω1, 3ω2, 2ω1 + ω2, 2ω2 + ω1, |2ω1 − ω2| and |2ω2 − ω1|. For positive frequencies, the third and fourth exceed ω1. The condition 3ω2 = ω1 gives ω2 = ω1/3. The condition 2ω1 − ω2 = ±ω1 gives ω2 = ω1 or 3ω1. The condition 2ω2 − ω1 = ±ω1 gives ω2 = ω1 or 0. All these cases are excluded. ∎

The exclusions matter. If ω2 = 3ω1, the product a2a1*a1* also oscillates at ω1. It has three orderings and adds ¾A2A1*² to C1. This term depends on the relative phase of the fields, so it is not an index change set by intensities alone.

**Lemma 2: from polarization to index**

If the two original lines are the only ones retained, the wavenumber of field 1 satisfies

k1² = (ω1/c)²[n1² + ¾χ(|A1|² + 2|A2|²)].   (7)

*Proof.* Let A1 depend on z and include its spatial phase. Maxwell's equations for a transverse plane wave give, at frequency ω1,

d²A1/dz² + (ω1²/c²)n1²A1 = −μ0ω1²P1.

The minus sign on the right comes from two time derivatives of exp(−iω1t). By (2) and (6), P1 = ε0χC1. Since μ0ε0 = 1/c²,

d²A1/dz² + (ω1²/c²)[n1² + ¾χ(|A1|² + 2|A2|²)]A1 = 0.

Forward waves of constant magnitude make the bracket constant. The equation is then solved by A1 ∝ exp(ik1z), with k1 given by (7). ∎

**Proof of the theorem.** Write k1 = (ω1/c)(n1 + δn1) and square it. Comparison with (7) gives

2n1δn1 + δn1² = ¾χ(|A1|² + 2|A2|²).

The second term on the left is smaller than the first by the factor δn1/(2n1). Dropping it under assumption (c) and dividing by 2n1 gives (3).

The cycle-averaged intensity of a plane wave is I_j = ½ε0c n_j|A_j|², so |A_j|² = 2I_j/(ε0c n_j). Substitution in (3) changes the prefactor 3χ/(8n1) to 3χ/(4ε0c n1) and leaves 1/n_j with each intensity. This is (4). Setting n1 = n2 = n gives (5). ∎

The ratio 2n1/n2 was tested on a case where it differs clearly from 2. The second-order wave equations were integrated for n1 = 2.0, n2 = 1.8 and equal intensities, with the source at each point taken from the Fourier amplitudes of the sampled E³. The XPM/SPM ratio was 2.217, against 2.222 from (4). Formula (4) is first order in the index change, and launching the waves with their linear wavenumbers also excites a weak backward wave. The difference of about 0.25% is proportional to χ. It falls to about 0.08% when the waves are launched with their nonlinear wavenumbers, so the launch supplies roughly two thirds of it and the second-order index change the rest.

**Remark 1: the physical origin of the factor**

Write E³ as E²·E and regard E² as a modulation of the medium that acts on the field. Squaring (1) gives three kinds of term:

steady: ½|A1|² + ½|A2|²;
beat: Re[A2A1* exp(−i(ω2 − ω1)t)];
optical: ½Re[A1² exp(−2iω1t)] + ½Re[A2² exp(−2iω2t)] + Re[A1A2 exp(−i(ω1 + ω2)t)].

Now multiply by E and collect the amplitude at ω1.

- The steady part multiplies A1 and gives ½|A1|²A1 + ½|A2|²A1. Self and cross effects are equal.
- The beat part shifts field 2 from ω2 to ω1. Its contribution is ½(A2A1*)*A2 = ½|A2|²A1, which is purely a cross effect.
- The optical part at 2ω1 mixes with field 1 and gives ¼|A1|²A1. The part at ω1 + ω2 mixes with field 2 and gives ½|A2|²A1.

The self coefficient is ½ + ¼ = ¾. The cross coefficient is ½ + ½ + ½ = 3/2. With the steady part alone the ratio is 1; adding the beat makes it 2; adding the optical part raises both coefficients by half and leaves it at 2.

The full factor 2 therefore needs a medium that can follow the beat. Field 2 scatters from the modulation that it creates together with field 1, and the scattered light arrives at ω1 in step with field 1. A response too slow for the beat, such as heating, sees only the steady part and has ratio 1 if both fields drive it equally.

**Remark 2: equal frequencies are a different case**

Suppose that ω2 = ω1 and both fields occupy the same mode. There is then a single field of amplitude A1 + A2, and its cubic response is ¾|A1 + A2|²(A1 + A2). Expansion gives

|A1 + A2|²(A1 + A2) = (|A1|² + 2|A2|²)A1 + (|A2|² + 2|A1|²)A2 + A1²A2* + A2²A1*.   (8)

All four terms now have the same frequency. For A1 = A2 = A the sum is 8|A|²A. This is 4|A|² acting on the total amplitude 2A: ordinary SPM of a field with four times the intensity. For A2 = −A1 the field and the response both vanish.

If the phase of A2 is random relative to A1, averaging (8) over it removes the last three terms, because each retains a phase factor. The first term survives, and with it the factor 2. When the frequencies differ, the last three terms oscillate at ω2, 2ω1 − ω2 and 2ω2 − ω1, so a Fourier analysis at ω1 does the same sorting. Two beams of equal frequency but different directions are sorted by wavevector instead, provided that the interaction region spans many interference fringes.

The limit ω2 → ω1 must therefore be taken with care. The lines are separate if the observation lasts much longer than the beat period. Even then, a small separation weakens the phase mismatch that supports assumption (b).

**Corollary: phase in a waveguide**

Let both fields have the same normalized transverse profile f, with ∫f dS = 1, so that I_j = P_j f. For a scalar mode ψ with f ∝ ψ², perturb the transverse equation ∇⊥²ψ + (k0²n² − β²)ψ = 0, where k0 = ω1/c. Multiplying by ψ and integrating over the cross-section gives, to first order,

2βδβ ∫ψ²dS = 2k0² ∫nδnψ²dS.

The terms containing the change of ψ cancel, because the unperturbed operator is self-adjoint. If β ≈ k0n where the mode is concentrated, δβ = k0∫δn f dS. Inserting (5), with n_K uniform over the mode, yields

dφ1/dz = γ(P1 + 2P2),  γ = ω1n_K/(cA_eff),  1/A_eff = ∫f²dS.   (9)

In a high-contrast waveguide this scalar estimate is rough, and A_eff is best regarded as an effective parameter. For a 1.6 µm × 0.8 µm silicon nitride core in silica at 1550 nm, the scalar mode has β/k0 ≈ 1.84 against n ≈ 2.0. Keeping this difference, and confining n_K to the core, raises γ by about 16% above (9).

For weak linear loss, P_j(z) = P_j(0)exp(−αz). Integrating (9) gives

φ1 = γ[P1(0) + 2P2(0)]L_eff,  L_eff = [1 − exp(−αL)]/α.   (10)

**Remark 3: when new frequencies spoil the simple law**

Take equal powers P, no loss and no dispersion. With the common carrier phase removed, the envelope obeys dA/dz = iγ|A|²A. Its initial value is A = √P(1 + e^(−iθ)), where θ = Ωt and Ω = ω2 − ω1. Since |A|² = 2P(1 + cos θ) is conserved at each θ, the solution with φ = γPL is

A(L) = √P exp(2iφ) exp(2iφ cos θ)(1 + e^(−iθ)).

Use exp(ix cos θ) = Σ i^m J_m(x)e^(imθ), where J_m is a Bessel function and m runs over all integers. The part independent of θ is line 1:

√P exp(2iφ)[J0(2φ) + iJ1(2φ)].   (11)

For small φ, J0(2φ) ≈ 1 − φ² and J1(2φ) ≈ φ − φ³/2. The bracket then has phase φ + φ³/6, and the total is 3φ + φ³/6. The leading term is the expected sum of one part SPM and two parts XPM. At φ = 1 the phase from (11) is 3.200 rad instead of 3 rad, because the new lines act back on line 1.

Dispersion limits these lines. Let D = β2Ω², where β2 is the group-velocity dispersion. In a frame moving at the group velocity of line 1, line 2 and the new line b at 2ω1 − ω2 both acquire the linear phase Dz/2. Setting b = g exp(iDz/2) gives, for weak mixing,

dg/dz = iγP^(3/2) exp(−iDz),
g = γP^(3/2)[1 − exp(−iDz)]/D.

Hence |b|²/P peaks at (2γP/D)² in this approximation. The Kerr phases shift the mismatch by a relative amount of order γP/D, so the true peak is slightly higher for D < 0 and slightly lower for D > 0 (by about 2% for the example below without loss).

The back-action follows from the same solution. The nonlinear term in the equation for A1 contains 2iγA1*A2b, whose non-oscillating part is −2iγ²P²√P/D. The other new line, at 2ω2 − ω1, has the same mismatch if higher-order dispersion is neglected, and enters through iγA2² times its conjugate, which contributes −iγ²P²√P/D. Together they add −3γ²P²/D to the phase rate. Relative to the SPM rate γP, the correction is

−3γP/D.   (12)

The mixing products thus remain weak if γP ≪ |D|, or if γPL ≪ 1. The first condition does not cover noise: in a long guide with anomalous dispersion (β2 < 0), noise close to either line can grow by modulation instability unless γPL is small.

**Example: a silicon nitride waveguide**

Take 0.50 W at 1550 nm as field 1 and 0.50 W at 1500 nm as field 2, in a waveguide 10 cm long. Rough typical material and waveguide values are n = 2.0, n_K = 2.4×10⁻¹⁹ m²/W, A_eff = 1.0 µm², loss 0.10 dB/cm and β2 = −0.10 ps²/m. The powers are high for an integrated waveguide. From (5),

χ = 4ε0c n²n_K/3 = 3.40×10⁻²¹ m²/V².

Each field has intensity 0.50 W/1.0 µm² = 50 MW/cm² and amplitude √[2I/(ε0c n)] = 0.137 MV/cm. The index changes are

SPM: n_KI1 = 1.2×10⁻⁷,
XPM: 2n_KI2 = 2.4×10⁻⁷.

The nonlinear parameter is

γ = 2π(2.4×10⁻¹⁹ m²/W)/[(1.55×10⁻⁶ m)(10⁻¹² m²)] = 0.973 W⁻¹m⁻¹.

Loss shortens the effective length to 8.93 cm, so

φ_SPM = 0.973 × 0.50 × 0.0893 = 0.0434 rad,
φ_XPM = 2φ_SPM = 0.0869 rad, or about 5.0°.

Ignoring the loss would raise the SPM phase to 0.0486 rad.

The nearest new line on the long-wavelength side lies at 1603.4 nm, and D = −164.1 rad/m. With γP = 0.486 m⁻¹, the bound (2γP/D)² is 3.5×10⁻⁵. A numerical propagation that includes loss and the mixing products gives a largest power fraction of 3.3×10⁻⁵, compared with 1.5×10⁻³ when dispersion is switched off and all else is held fixed. It raises the phase of field 1 from 0.1303 to 0.1307 rad. If the whole excess over φ_SPM is counted as XPM, the ratio becomes 2.008. Estimate (12) predicts an increase of 0.009 before loss is included, which accounts for the sign and size of the shift.

Index dispersion moves the plane-wave ratio 2n1/n2 to 1.9985 for a rough material slope. Third-harmonic generation is weaker still when it is far from phase matching: for an assumed mismatch near 5×10⁵ rad/m, its estimated power fraction is 4×10⁻¹². The sum lines at 2ω1 + ω2 and 2ω2 + ω1 have three orderings instead of one and are about nine times stronger at the same mismatch, near 4×10⁻¹¹. The assumed mismatch is on the low side: bulk silicon nitride gives about 8×10⁵ rad/m, and the fundamental mode of a typical core about 2×10⁶ rad/m. This estimate does not cover a higher-order waveguide mode that happens to be phase-matched at the third harmonic.

**Comparison with real devices.** The largest two-photon energy here is 1.65 eV, well below the rough 5.0 eV gap of silicon nitride, which supports the use of a real χ. In silicon, two-photon absorption is allowed at these wavelengths, and the lossless theorem is incomplete. When the two fields add in phase, their peak is about 3% of a rough breakdown field. Heating is the more serious omission. With rough thermal coefficients, the steady thermal index change would be 1.7×10⁻⁵ if all the lost power were absorbed, about 48 times the combined Kerr change of 3.6×10⁻⁷. Absorption of only 2% of the lost power would make the two equal, so a steady phase measurement need not reveal the factor 2. Modulating field 2 at 1 GHz separates the effects: even with all loss absorbed and no heat leaving the core, the oscillating thermal change is about 1% of XPM for sinusoidal modulation and about 1.5% for square-wave modulation, for the assumed heat capacity. The fields walk apart by 0.41 ps, which is small against the 1000 ps modulation period.

Delayed Raman response and unequal mode profiles are not included, and either can change the ratio. For a scalar mode of a 1.6 µm × 0.8 µm core, the different profiles and effective indices at 1550 and 1500 nm alone give about 2.016, a larger shift than those from mixing products or material dispersion. Polarization matters too. In an isotropic medium with instantaneous response P ∝ (E·E)E, let field 1 lie along x and field 2 along y. The cross term at ω1 then comes from the steady part of Ey², which is ½|A2|². The self coefficient remains ¾, so the ratio is ½ ÷ ¾ = 2/3. Among linear polarizations, the factor 2 therefore requires parallel fields. Circular polarizations, equal or opposite, also give 2 in this model, but with coefficients ½ and 1 instead of ¾ and 3/2, so the prefactors in (3) to (5) apply to linear polarization only. The computed values are collected in the numerical output below.

Calculated quantities

```
Ordered triples, self term: 3
Ordered triples, cross term: 6
Extra coefficient when w2 = 3 w1: 0.750
E^2 steady part: self 0.50, cross 0.50, ratio 1.00
E^2 steady + beat: self 0.50, cross 1.00, ratio 2.00
E^2 all parts: self 0.75, cross 1.50, ratio 2.00
Equal frequencies, spread over phase / mean: 1.30
XPM/SPM, orthogonal linear polarizations: 0.6667
Wave test indices n1, n2: 2.0, 1.8
Wave test SPM phase, solved: 0.1177 rad
Wave test SPM phase, formula: 0.1178 rad
Wave test XPM/SPM, solved: 2.217
Wave test XPM/SPM, 2*n1/n2: 2.222
No dispersion, gamma*P*L = 1, true phase: 3.200 rad
Wavelengths: 1550 nm and 1500 nm
Index 2.0, Kerr coefficient 2.4e-19 m^2/W
Effective area 1.0 um^2, length 10 cm
Power in each field: 0.50 W
Loss 0.10 dB/cm, beta2 -0.10 ps^2/m
Susceptibility chi: 3.398e-21 m^2/V^2
Intensity of each field: 50.0 MW/cm^2
Field amplitude of each: 0.137 MV/cm
Index change, SPM: 1.20e-07
Index change, XPM: 2.40e-07
gamma: 0.9729 1/(W m)
Effective length: 8.93 cm
SPM phase: 0.0434 rad
XPM phase: 0.0869 rad
Total phase of field 1: 0.1303 rad
Total phase with mixing products: 0.1307 rad
XPM/SPM with mixing products: 2.0084
XPM/SPM from index dispersion: 1.9985
SPM phase if loss were ignored: 0.0486 rad
Mixing product wavelength: 1603.4 nm
Mismatch beta2*Omega^2: -164.1 rad/m
Largest mixing product / input power: 3.28e-05
Same without dispersion: 1.50e-03
Third harmonic / input power, estimate: 4.0e-12
Walk-off of the fields: 0.41 ps
Largest two-photon energy: 1.65 eV
Rough band gap: 5.0 eV
Peak field / rough breakdown field: 0.027
Steady heating index, all loss absorbed: 1.73e-05
Absorbed share of loss that equals Kerr shift: 0.021
Modulation frequency of field 2: 1.0 GHz
Heating / XPM at that frequency, bound: 0.0095
```
